# Helium Fine Structure as a Measure of the Fine-Structure Constant

In the $2\,^3P$ states of helium one electron stays near the nucleus in a 1s-like orbit and the other moves outside it in a p orbit. The two spins are parallel. Magnetic forces split the level into $J=0,1,2$, with $J=0$ highest and $J=2$ lowest, and the interval between the outer two is taken here as a given input, $\nu=31.908$ GHz. The splitting is relativistic, so it carries a power of the fine-structure constant $\alpha$. How well does $\nu$ fix $\alpha$, and how far must the theory be carried before a measurement good to 1 kHz can be used?

## Leading behaviour

Let $m$ be the electron mass and $M$ the nuclear mass. The atomic length and momentum are $a_0=\hbar/(mc\alpha)$ and $\hbar/a_0$. With $e^2/(4\pi\varepsilon_0)=\alpha\hbar c$, a magnetic interaction has the size

$$\frac{e^2}{4\pi\varepsilon_0}\frac{\hbar^2}{m^2c^2a_0^3}
=\alpha\hbar c\,\frac{\hbar^2}{m^2c^2}\frac{m^3c^3\alpha^3}{\hbar^3}=mc^2\alpha^4 .$$

Since $R_\infty=\alpha^2mc/(2h)$, the corresponding frequency is

$$\mathcal E\equiv\frac{mc^2\alpha^4}{h}=2R_\infty c\,\alpha^2=350.377\ \text{GHz}.$$

The interval is therefore

$$\nu=2R_\infty c\,\alpha^2\,(K_0+\alpha K_1+\alpha^2K_2+\dots). \tag{1}$$

The $K_n$ depend on $m/M$, and from $K_3$ on they may contain $\ln\alpha$. The term with $K_n$ is called order $m\alpha^{4+n}$.

Hold $R_\infty$ fixed, because it is known to a relative $1.1\times10^{-12}$. At leading order $\ln\nu=2\ln\alpha+\text{const}$, hence

$$\frac{\delta\alpha}{\alpha}=\frac{\delta\nu}{2\nu}
=\frac{1\ \text{kHz}}{2\times31.908\times10^6\ \text{kHz}}=15.67\times10^{-9}. \tag{2}$$

This is 16 parts per billion (ppb) per kHz. It is a conversion rate. If the measurement errs by $\delta\nu_{\rm exp}$ and the theory by $\delta\nu_{\rm th}$, then $\delta\alpha/\alpha=(\delta\nu_{\rm exp}-\delta\nu_{\rm th})/(2\nu)$, so an omitted term of 1 kHz costs as much as a measurement error of 1 kHz. If $mc^2/h$ were held fixed instead, $\nu\propto\alpha^4$ and the rate would be halved, to 7.8 ppb.

Equation (2) needs $K_0$ not to be accidentally small, and its first correction needs $K_1$. Both follow from the magnetic interactions.

## The spin interactions

An electron has charge $-e$ and moment $\boldsymbol\mu=-(ge/2m)\mathbf s$, with $g=2(1+a)$. To first order in $\alpha$ the anomaly is $a=\alpha/2\pi$, a result of QED used here as input. Let a source with velocity $\mathbf v_j$ produce the electric field $\mathbf E$ at electron $i$. To order $v^2/c^2$ the electron sees, in its own frame, the magnetic field $(\mathbf v_j-\mathbf v_i)\times\mathbf E/c^2$. Its frame also rotates at the Thomas rate $\mathbf a_i\times\mathbf v_i/(2c^2)$, with acceleration $\mathbf a_i=-e\mathbf E/m$; this adds $(e/2mc^2)\,\mathbf s_i\cdot(\mathbf v_i\times\mathbf E)$. The sum is

$$H_i=\frac{e}{2mc^2}\,\mathbf s_i\cdot\big[g\,\mathbf v_j\times\mathbf E-(g-1)\,\mathbf v_i\times\mathbf E\big],\qquad g-1=1+2a .$$

From here on lengths are in $a_0$, momenta in $\hbar/a_0$, spins in $\hbar$, and energies are divided by $h$. There are three sources.

- The nucleus at rest has $\mathbf E\propto+Z\mathbf r_i/r_i^3$. Since $\mathbf v\times\mathbf r=-\mathbf r\times\mathbf v$, the term is $+\tfrac12\mathcal E(1+2a)Z\,\mathbf s_i\cdot(\mathbf r_i\times\mathbf p_i)/r_i^3$.
- The nucleus recoils with momentum $-\mathbf P$, where $\mathbf P=\mathbf p_1+\mathbf p_2$. Two minus signs cancel and give $+\mathcal E(1+a)Z(m/M)\,\mathbf s_i\cdot(\mathbf r_i\times\mathbf P)/r_i^3$.
- The other electron has the opposite charge and gives $\mathcal E\,\mathbf s_i\cdot[-\tfrac12(1+2a)\,\mathbf r_{ij}\times\mathbf p_i+(1+a)\,\mathbf r_{ij}\times\mathbf p_j]/r_{ij}^3$, with $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$.

Triplet spin states are symmetric under exchange, so $\mathbf s_1$ and $\mathbf s_2$ have equal matrix elements there and each may be replaced by $\mathbf S/2$. In the third item put $\mathbf r_{21}=-\mathbf r_{12}$ and add $i=1,2$. The coefficient of $\mathbf r_{12}\times\mathbf p_1$ is $-\tfrac14(1+2a)-\tfrac12(1+a)=-\tfrac14(3+4a)$, and that of $\mathbf r_{12}\times\mathbf p_2$ is the opposite.

Within the $L=1$ level each orbital vector operator is a number times $\mathbf L$. Define

$$\sum_i\frac{\mathbf r_i\times\mathbf p_i}{r_i^3}\to N\mathbf L,\quad
\frac{\mathbf r_{12}\times(\mathbf p_1-\mathbf p_2)}{r_{12}^3}\to D\,\mathbf L,\quad
\sum_i\frac{\mathbf r_i\times\mathbf P}{r_i^3}\to W\mathbf L .$$

The three interactions then add to $A\,\mathbf L\cdot\mathbf S$ with

$$A=\frac{\mathcal E}{4}\Big[(1+2a)ZN-(3+4a)D+2(1+a)Z\frac mM W\Big]. \tag{3}$$

The two moments also interact as dipoles. With $\boldsymbol\rho=\mathbf r_{12}$,

$$H_{ss}=\mathcal E(1+a)^2\sum_{kl}s_1^ks_2^l\,Q^{kl},\qquad
Q^{kl}=\frac{\delta_{kl}\rho^2-3\rho^k\rho^l}{\rho^5}.$$

The contact part of the dipole interaction vanishes, because the triplet's spatial function is zero at $\rho=0$. For spin ½, $s_i^ks_i^l+s_i^ls_i^k=\tfrac12\delta_{kl}$, which the traceless $Q^{kl}$ removes. So in $\sum S^kS^lQ^{kl}$ only the two cross terms survive, and they are equal:

$$H_{ss}=B\sum_{kl}S^kS^l\,\frac{Q^{kl}}{Y},\qquad B=\frac{\mathcal E}{2}(1+a)^2Y, \tag{4}$$

where $Y=\langle z|Q^{zz}|z\rangle$ is taken in the P state pointing along $z$.

## From two constants to the interval

From $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-4]$ the values are $-2,-1,1$ for $J=0,1,2$.

For the tensor, rotational symmetry and zero trace fix the matrix elements between the Cartesian P states $i,j$:

$$\langle i|Q^{kl}|j\rangle=\tfrac32Y\big[\tfrac12(\delta_{ki}\delta_{lj}+\delta_{kj}\delta_{li})-\tfrac13\delta_{kl}\delta_{ij}\big]. \tag{5}$$

The factor $\tfrac32$ makes the $zz,zz$ element equal to $Y$.

For $J=2$ take the state with $L_z=S_z=1$. The orbital state is an equal mixture of $x$ and $y$, so $\langle Q^{zz}\rangle=-Y/2$ and $\langle Q^{xx}\rangle=\langle Q^{yy}\rangle=Y/4$. The spin gives $\langle S_z^2\rangle=1$ and $\langle S_x^2\rangle=\langle S_y^2\rangle=\tfrac12$. The sum is $-\tfrac12Y+2\cdot\tfrac12\cdot\tfrac14Y=-\tfrac14Y$.

For $J=0$ the state is $\sum_i|i\rangle|i\rangle/\sqrt3$. Cartesian spin-one matrices are $(S^k)_{ij}=-i\epsilon_{kij}$, so $(S^kS^l)_{ij}=\delta_{kl}\delta_{ij}-\delta_{kj}\delta_{li}$. The first term meets the trace of $Q$ and drops out. The second gives $-\tfrac13\cdot\tfrac32Y[\tfrac12(3+9)-\tfrac13\cdot3]=-\tfrac52Y$.

The trace over all nine states vanishes, so the $J=1$ value $x$ obeys $-\tfrac52+3x-\tfrac54=0$, or $x=\tfrac54$. Subtracting levels,

$$\nu\equiv\nu_{02}=-3A-\tfrac94B,\qquad \nu_{12}=-2A+\tfrac32B. \tag{6}$$

**A limit that can be done by hand.** Shrink the inner electron onto the nucleus and neglect exchange. The outer electron is then a hydrogen 2p electron in the field of unit charge, with radial density $r^4e^{-r}/24$ and $\langle r^{-3}\rangle=\int_0^\infty re^{-r}dr/24=1/24$. The inner electron has no angular momentum, so $N=D=1/24$. The angular average of $1-3\cos^2\theta$ in the $z$ state is $1-\tfrac95=-\tfrac45$, so $Y=-1/30$. Without recoil and anomaly,

$$\nu=\mathcal E\Big[\frac34\cdot\frac{3-2}{24}+\frac98\cdot\frac1{30}\Big]=0.06875\,\mathcal E\approx24.1\ \text{GHz}.$$

This shows why $J=0$ lies above $J=2$: in (3) the electron–electron term, with weight 3, outweighs the nuclear term, with weight $Z=2$, and the tensor part adds with the same sign. The limit does not give the full order of the levels. With the same numbers (6) yields $\nu_{12}=-\mathcal E/240\approx-1.5$ GHz, which puts $J=1$ slightly below $J=2$; the small interval depends on a cancellation that the limit is too crude to reproduce. The limit is about a quarter below the given value. It leaves out the finite size of the inner orbit, exchange, the relaxation of the orbitals and correlation, all of which the wave function below includes. An antisymmetrized product of a fixed 1s orbital ($Z=2$) and a fixed hydrogen 2p orbital raises $\nu$ only to 26.5 GHz and makes $\nu_{12}$ positive, while $N$ stays at $1/24$; the rest, including the rise of $N$ to 0.069, comes from the change in shape of the wave function.

## The correlated wave function

Write the spatial state as a vector whose component $\phi^k$ is the P state pointing along $k$:

$$\boldsymbol\phi=\mathbf r_1F(r_1,r_2,r_{12})+\mathbf r_2G,\qquad G(r_1,r_2,r_{12})=-F(r_2,r_1,r_{12}).$$

It is antisymmetric under exchange, as a triplet requires. $F$ is a sum of terms $e^{-ar_1-br_2-cr_{12}}$ (here $a$ is an exponent), with coefficients that minimize the energy of the nonrelativistic Hamiltonian

$$H_0=\sum_i\Big(\frac{p_i^2}{2}-\frac Z{r_i}\Big)+\frac1{r_{12}}+\frac mM\frac{P^2}{2}.$$

The last term is the kinetic energy of the nucleus. The integrals become elementary in the variables $x_1=r_2+r_{12}-r_1$, $x_2=r_1+r_{12}-r_2$, $x_3=r_1+r_2-r_{12}$. Each runs independently from 0 to $\infty$, because the triangle inequalities are built in. The volume element is proportional to $r_1r_2r_{12}\,dx_1dx_2dx_3$, whose prefactor cancels the inverse distances in $H_0$. What remains are products of $\int_0^\infty x^ne^{-px}dx=n!/p^{n+1}$.

To extract $N$, $D$ and $W$, let $\mathbf d$ be the gradient belonging to the momentum in question, for example $\nabla_1-\nabla_2$ for $D$. Because $\mathbf L=-i\,\mathbf r\times\nabla$ for a single vector, an operator $\boldsymbol\rho\times\mathbf d/\rho^3$ with coefficient $X$ has normalized matrix elements $\epsilon_{kij}X$. Multiply by $\epsilon_{kij}$ and sum: the right side becomes $6X$. Each component has norm $\tfrac13\int\phi^2$, and $\epsilon_{kij}\epsilon_{klm}=\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl}$, so

$$X=\frac{1}{2\int\phi^2}\int\frac{(\boldsymbol\phi\cdot\boldsymbol\rho)(\mathbf d\cdot\boldsymbol\phi)-\phi^i\rho^jd^i\phi^j}{\rho^3}. \tag{7}$$

For the tensor set $k=i$, $l=j$ in (5) and sum, which gives $\tfrac32Y[\tfrac12(9+3)-1]=\tfrac{15}2Y$. With the same norm,

$$Y=\frac{2}{5\int\phi^2}\int\frac{\phi^2\rho^2-3(\boldsymbol\phi\cdot\boldsymbol\rho)^2}{\rho^5}. \tag{8}$$

The averages (7) and (8) are evaluated by numerical quadrature on a grid that is uniform in $\ln x_1,\ln x_2,\ln x_3$. The integrand in (7) was tested against Cartesian finite differences, and (6) for $\nu_{02}$ against diagonalization of the nine-state matrix.

## Numbers for helium-4

With 320 functions the averages are $N=0.069321$, $D=0.068639$, $W=-0.030229$ and $Y=-0.036030$. The last digit is not converged: a basis of another type and similar size moves $N$, $D$ and $W$ by one or two units in that place. For $\alpha=1/137.036$ the anomaly is $a=0.0011614$. Equation (3), with $m/M=1.3709\times10^{-4}$, gives

$$A=\frac{350\,377}{4}\,(0.138964-0.206236-0.000017)\ \text{MHz}\approx-5894\ \text{MHz},$$

and (4) gives $B\approx-6327$ MHz. Therefore

$$\nu_{\rm calc}=17\,682+14\,235=31\,917\ \text{MHz}.$$

Going from 200 to 320 functions changes this by 1.5 MHz, and refining the integration grid by 0.2 MHz. Such changes do not bound the remaining error, but they suggest that it is of the order of a MHz or two, far from the kHz level. The given interval lies 9 MHz below it. That difference contains order $m\alpha^6$ and beyond, the numerical error, and the rounding of 31.908 GHz, which alone allows 0.5 MHz.

Recoil contributes 2.2 MHz in the part odd in $m/M$. The operator with $W$ supplies $-\tfrac34\mathcal E\cdot2Z(m/M)W\approx+4.4$ MHz, so the change of the wave function through the nuclear kinetic energy must supply about $-2.2$ MHz.

## The first correction

The term $\alpha K_1$ comes from the part of (3) and (4) linear in $a$. For $Z=2$, leaving out its small recoil part,

$$\delta A=\frac{\mathcal E a}{4}(4N-4D)=\mathcal Ea(N-D)\approx0.28\ \text{MHz},\qquad \delta B=\mathcal EaY\approx-14.66\ \text{MHz}.$$

The orbital terms nearly cancel, because $N$ and $D$ differ by only one percent. So

$$\nu_5=-3\,\delta A-\tfrac94\,\delta B\approx-0.8+33.0=32.2\ \text{MHz},$$

in line with the full evaluation, whose 32.18 MHz also contains about 0.02 MHz from the $a^2$ term of (4), a piece of order $m\alpha^6$. This part grows as $\alpha^3$ and the rest as $\alpha^2$, which makes the logarithmic slope

$$p\equiv\frac{d\ln\nu}{d\ln\alpha}=\frac{2(\nu-\nu_5)+3\nu_5}{\nu}=2+\frac{\nu_5}{\nu}=2+\frac{32.2}{31\,917}=2.0010. \tag{9}$$

The corrected rate is $\delta\alpha/\alpha=\delta\nu/(p\nu)$, or 15.66 ppb per kHz instead of 15.67. Solving $\nu(\alpha)=31.908$ GHz numerically, with and without an added kHz, gives the same 15.66 ppb.

The next term adds $2\nu_6/\nu$ to $p$. If the whole 9 MHz difference were of order $m\alpha^6$, this would be about $-0.0006$, comparable with the first correction. The last digits of $p$ are therefore those of the truncated theory. The 16 ppb is untouched.

The value of $\alpha$ is far more sensitive to omitted terms than the rate is. The truncated theory yields $1/\alpha=137.056$, which is off by

$$\frac{\delta\alpha}{\alpha}\approx\frac{-9.24}{2.001\times31\,917}=-1.45\times10^{-4},$$

or $-145$ parts per million relative to the accepted $\alpha$. That is about nine thousand times the 16 ppb sought. Only the sign and the rough size of this shift are meaningful: the 1.5 MHz basis change alone corresponds to about 24 parts per million, and the rounding of the given interval to about 8.

**The small interval.** For $J=1$ to $J=2$ the terms in (6) nearly cancel: $\nu_{12}\approx11\,788-9490=2298$ MHz. One kHz now corresponds to $1/(2\times2.298\times10^6)\approx218$ ppb, fourteen times worse. The first correction is also larger relative to the interval. It is $-2\,\delta A+\tfrac32\,\delta B\approx-22.5$ MHz, which gives $p\approx2-0.0098=1.990$. The third decimal is again that of the truncated theory: mixing with $2\,^1P_1$, of order $m\alpha^6$, lowers $J=1$ by about 4.7 MHz and by itself changes $p$ by about $-0.004$. This is how (2) degrades when $K_0$ is reduced by cancellation.

## The orders that 1 kHz requires

An uncalculated order can be sized in two ways: multiply $\nu$ by the extra powers of $\alpha$, or multiply the larger $\mathcal E$ by them. The first assumes that the coefficient shares the smallness of $K_0\approx0.09$; the second assumes a coefficient of one.

| Term | Scale from $\nu$ to scale from $\mathcal E$ (kHz) |
|---|---|
| $m\alpha^6$ | 1700 to 18 700 |
| $m\alpha^7$ | 12 to 136 |
| $m\alpha^7\ln(1/\alpha)$ | 61 to 670 |
| $m\alpha^8$ | 0.09 to 1.0 |
| $m\alpha^8\ln(1/\alpha)$ | 0.4 to 4.9 |
| recoil in $m\alpha^5$ | 32 to 350 |
| recoil in $m\alpha^6$ | 0.2 to 2.6 |
| recoil in $m\alpha^7$ | 0.002 to 0.02 |

These are estimates and not bounds. For $m\alpha^5$ the same rule gives 233 to 2557 MHz, while the actual term is 32 MHz, largely because $a$ carries $1/2\pi$. The recoil terms that follow from (3) and (4) also lie below their scales: 2.2 MHz at order $m\alpha^4$ against 4.4 to 48 MHz, and about $-0.6$ kHz at order $m\alpha^5$ against 32 to 350 kHz. The 9 MHz difference found above does fall within the $m\alpha^6$ range.

A theory meant to match a 1 kHz measurement then needs the following.

1. **Order $m\alpha^4$**: the spin interactions (3) and (4) with an accurate wave function. Recoil is needed to first order in $m/M$. The part even in $m/M$ came out at roughly half a kHz, so it belongs in the account as well.
2. **Order $m\alpha^5$**: the anomaly $a=\alpha/2\pi$, with its recoil part.
3. **Order $m\alpha^6$**: the spin interactions in second order, both with each other and with the spin-independent relativistic operators of order $m\alpha^4$, of size $(m\alpha^4)^2/(m\alpha^2)$; further relativistic operators in first order; the $a^2$ term of (4), about 19 kHz; and the $\alpha^2$ part of $a$. Mixing with $2\,^1P_1$ enters here, but it moves $J=1$ and leaves $\nu_{02}$ alone, since $J$ is conserved. The table puts recoil at this order between 0.2 and 2.6 kHz, so it has to be checked.
4. **Order $m\alpha^7$**: all QED terms of this order, both with and without $\ln\alpha$. The logarithm arises from photon energies between the atomic scale $mc^2\alpha^2$ and $mc^2$. The lower scale without it, 12 kHz, would shift $\alpha$ by 194 ppb. That scale is not a lower bound: reduced by the factor of about seven found at order $m\alpha^5$, it would be near 2 kHz, which is still above the 1 kHz target.
5. **Order $m\alpha^8$**: a calculation, or an uncertainty that can be defended. Its scale reaches 1 kHz and a logarithm could raise it to about 5 kHz, or 77 ppb in $\alpha$. Power counting alone does not permit dropping it.

The finite size of the nucleus has been left out and needs its own estimate. Helium-4 has no nuclear spin, so no hyperfine structure enters. If the error of the finished theory is 1 kHz and the measurement has an independent error of 1 kHz, the two combine to $\sqrt2\times15.7\approx22$ ppb. The figure of 16 ppb is reached when the combined error is 1 kHz. The values used here are in the numerical output below.

## Calculated quantities

```
given interval: 31.908 GHz
1/alpha from constants table: 137.035999
2 R c: 6.579684e+15 Hz
m c^2 alpha^4/h = 2 R c alpha^2: 350.377 GHz
electron/nucleus mass ratio: 1.370934e-04
relative uncertainty of Rydberg constant: 1.1e-12
largest integrand error in point test: 1.9e-13 atomic units
energy, infinite nuclear mass, 320 functions: -2.133164155 hartree
energy, helium-4 mass, 320 functions: -2.132880606 hartree
energy, helium-4 mass, 200 functions: -2.132879973 hartree
virial ratio -V/T: 1.99999952
mean nuclear_orbit, helium-4: 0.069321 atomic units
mean mutual_orbit, helium-4: 0.068639 atomic units
mean recoil_orbit, helium-4: -0.030229 atomic units
mean tensor, helium-4: -0.036030 atomic units
A: -5894.10 MHz; B: -6326.64 MHz
orbit part -3A: 17682.31 MHz
tensor part -(9/4)B: 14234.93 MHz
order 4, infinite mass: 31882.88 MHz
order 5, anomalous moment: 32.18 MHz
recoil, odd in mass ratio: 2.179 MHz
recoil, even in mass ratio: 0.4 kHz
computed interval J=0 to 2: 31917.24 MHz
change from small to full basis: 1.5176 MHz
change from coarse to fine grid: -0.1919 MHz
given minus computed: -9.24 MHz
computed interval J=0 to 1: 29618.99 MHz
1/alpha inferred from truncated theory: 137.0558
its relative error in alpha: -144.7 ppm
d ln(nu)/d ln(alpha) at fixed Rydberg: 2.00101
1 kHz / (2 nu): 15.670 ppb
alpha shift per kHz, fixed Rydberg: 15.662 ppb
alpha shift per kHz, fixed m c^2/h: 7.833 ppb
ln(1/alpha): 4.920
rough scales: nu-based kHz | 2Rc-based kHz | their alpha shifts in ppb
order 5: 2.328e+05 | 2.557e+06 | 3.65e+06 to 4.01e+07
order 6: 1699 | 1.866e+04 | 2.66e+04 to 2.92e+05
order 7: 12.4 | 136.2 | 194 to 2.13e+03
order 8: 0.09048 | 0.9936 | 1.42 to 15.6
order 7 with log: 61.01 | 669.9 | 956 to 1.05e+04
order 8 with log: 0.4452 | 4.889 | 6.98 to 76.6
order 4 recoil: 4374 | 4.803e+04 | 6.85e+04 to 7.53e+05
order 5 recoil: 31.92 | 350.5 | 500 to 5.49e+03
order 6 recoil: 0.2329 | 2.558 | 3.65 to 40.1
order 7 recoil: 0.0017 | 0.01867 | 0.0266 to 0.292
order 4 squared recoil: 0.5997 | 6.585 | 9.4 to 103
```
